# Optical Deformation-Potential Scattering in Two Dimensions: Absorption and Threshold-Limited Emission, part 2

An electron in a parabolic band of a two-dimensional layer of area \(A\) absorbs or emits one quantum of a dispersionless optical mode of energy \(\omega\). Hartree atomic units are used, with \(\hbar=1\). The electron has wavevector \(\mathbf k\), band mass \(m\) and energy \(E=k^2/2m\), measured from the band edge; primes mark the final state. In the product \(kT\), \(k\) is Boltzmann's constant, and \(x=\omega/kT\).

The coupling is \(H'=D_0u(\mathbf r)\), with constant \(D_0\). The displacement \(u\) is scaled so that its kinetic energy per area is \(\rho\dot u^2/2\), where \(\rho\) is the total mass per area.

The density of states per spin and area is

\[
g(E')=\frac{m}{2\pi}\,\Theta(E'),
\tag{3}
\]

where \(\Theta\) is one for positive and zero for negative argument. With \(Z=1/(1-e^{-x})\), the mean phonon number is

\[
N=-\frac{d\ln Z}{dx}=\frac{d}{dx}\ln(1-e^{-x})
=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.
\tag{15}
\]

The thermally averaged squared matrix elements are

\[
|M_{\rm abs}|^2=\frac{D_0^2}{2\rho A\omega}\,N,
\qquad
|M_{\rm em}|^2=\frac{D_0^2}{2\rho A\omega}\,(N+1).
\tag{16}
\]

A test with oscillator wavefunctions on a grid reproduced the factors \(N\) and \(N+1\).

To first order, a final state \(f\) whose total energy differs from that of the initial state \(i\) by \(\Delta\) has at time \(t\) the probability

\[
|c_f|^2=|M_{fi}|^2F_t(\Delta),\qquad
F_t(\Delta)=\left[\frac{\sin(\Delta t/2)}{\Delta/2}\right]^2 .
\tag{19}
\]

Summed over final states, this gives

\[
P(t)=|M|^2\,\frac{Am}{2\pi}\,J(t),\qquad
J(t)=\int_{-E_f}^{\infty}F_t(\Delta)\,d\Delta ,
\tag{20}
\]

where \(E_f=E+\omega\) for absorption and \(E-\omega\) for emission. At long times \(J/t\) tends to \(2\pi\,\Theta(E_f)\), so the rates are

\[
W_{\rm abs}=W_0N,\qquad
W_{\rm em}(E)=W_0(N+1)\,\Theta(E-\omega),\qquad
W_0=\frac{mD_0^2}{2\rho\omega},
\tag{23}
\]

and the total scattering rate is

\[
\frac1{\tau(E)}=W_0\left[N+(N+1)\,\Theta(E-\omega)\right].
\tag{24}
\]

These hold to lowest order in the coupling, for equilibrium phonons, one final valley and empty final states.

### The size and sharpness of the step

From (15), \(N+1=e^x/(e^x-1)\), and therefore

\[
\frac{N+1}{N}=e^x .
\tag{25}
\]

This is detailed balance. Take two electron energies separated by \(\omega\). The upper one is less populated in equilibrium by \(e^{-x}\), and the downward rate is larger by \(e^x\), so the flows up and down are equal. On crossing the threshold the total rate is multiplied by

\[
\frac{N+(N+1)}N=1+e^x .
\tag{26}
\]

In a cold lattice the jump factor is large because absorption is frozen out, while emission tends to \(W_0\). In a hot lattice, \(x\ll1\), the factor tends to two: absorption and emission are then almost equally strong, and the threshold merely opens the second channel.

The finite step comes from the density of states. Without inserting (3), the steps that led to (23) give the emission rate \(2\pi A|M_{\rm em}|^2g(E-\omega)\). In three dimensions the number of states below \(E'\) grows as \(k'^3\propto E'^{3/2}\), so \(g\propto\sqrt{E'}\) and emission would start from zero. In two dimensions \(g\) is already finite at the band edge.

The step is sharp only in the long-time limit. To see how it forms, write \(F_t=2(1-\cos\Delta t)/\Delta^2\), whose time derivative is \(2\sin(\Delta t)/\Delta\). With the sine integral \({\rm Si}(z)=\int_0^z\sin y\,dy/y\), which tends to \(\pi/2\) for large \(z\), equation (20) gives

\[
\frac{dJ}{dt}=\int_{-E_f}^{\infty}\frac{2\sin\Delta t}{\Delta}\,d\Delta
=\pi+2\,{\rm Si}(E_ft).
\tag{27}
\]

Dividing by the limiting value \(2\pi\) shows that the emission rate at time \(t\) is \(W_0(N+1)\) times

\[
\frac12+\frac1\pi\,{\rm Si}\big[(E-\omega)t\big].
\tag{28}
\]

This function tends to one above threshold and to zero below it, with decaying oscillations: it overshoots to \(1.09\) at \((E-\omega)t=\pi\) and falls to \(-0.09\) at \((E-\omega)t=-\pi\), where probability flows back to the initial state. At \(E=\omega\) it equals one half at all times, because half of the resonance peak lies below the band edge. The width of the rounded step is of order \(1/t\). An electron keeps its phase only for a time of order \(\tau\), so one may estimate that the real step is smeared over an energy of order \(1/\tau\). Using the total rate above threshold for \(1/\tau\) gives an upper estimate within this model, since the final state lies near the band edge, where the rate is only \(W_0N\). Formula (24) is useful when this width is small compared with \(\omega\).

### Which phonons take part

The rate can also be found by summing over phonon wavevectors. This road shows which phonons are used, and hence where \(D_0\) and \(\omega\) must be constant. Let \(\mathbf q=\mathbf k'-\mathbf k\) be the change of the electron wavevector, \(\theta\) its angle to \(\mathbf k\), and \(\sigma=+1\) for absorption, \(-1\) for emission. For \(k>0\), energy conservation reads

\[
\frac{|\mathbf k+\mathbf q|^2-k^2}{2m}
=\frac{kq\cos\theta}{m}+\frac{q^2}{2m}=\sigma\omega,
\qquad
\cos\theta=\frac{2m\sigma\omega-q^2}{2kq}.
\tag{29}
\]

The final wavevector has length \(k'=\sqrt{k^2+2m\sigma\omega}\). By the triangle inequality, \(q\) lies in the window

\[
|k'-k|\le q\le k'+k .
\tag{30}
\]

The sum over final states per area is \(\int q\,dq\,d\theta/(2\pi)^2\) with an energy delta function. The derivative of the energy with respect to \(\theta\) has magnitude \(kq|\sin\theta|/m\), and there are two angles \(\pm\theta\) for each \(q\) inside the window. The angular integral therefore gives \(2m/(kq|\sin\theta|)\), and what remains is

\[
I=\frac1{(2\pi)^2}\int\frac{2m\,dq}{k|\sin\theta|}.
\tag{31}
\]

Set \(s=q^2\) and use \(2m\sigma\omega=k'^2-k^2\) in (29):

\[
4k^2q^2\sin^2\theta=4k^2s-(k'^2-k^2-s)^2
=-s^2+2s(k'^2+k^2)-(k'^2-k^2)^2 .
\tag{32}
\]

Let \(s_-=(k'-k)^2\) and \(s_+=(k'+k)^2\). Their sum is \(2(k'^2+k^2)\) and their product is \((k'^2-k^2)^2\), so the right side of (32) equals \((s-s_-)(s_+-s)\). Thus \(k|\sin\theta|=\sqrt{(s-s_-)(s_+-s)}/(2q)\). With \(ds=2q\,dq\),

\[
I=\frac{2m}{(2\pi)^2}\int_{s_-}^{s_+}\frac{ds}{\sqrt{(s-s_-)(s_+-s)}} .
\tag{33}
\]

The substitution \(s=\tfrac12(s_++s_-)+\tfrac12(s_+-s_-)\sin\phi\) turns both the square root and \(ds/d\phi\) into \(\tfrac12(s_+-s_-)\cos\phi\). The integral becomes \(\int_{-\pi/2}^{\pi/2}d\phi=\pi\), and

\[
I=\frac{2\pi m}{4\pi^2}=\frac m{2\pi},
\tag{34}
\]

which is the density of states (3). The window (30) depends on \(E\), but its width has dropped out. A numerical quadrature over \(q\), made at several energies for both processes, passes the test against (23).

The uniform distribution in \(\phi\) also tells how to treat a coupling \(D(q)\) that is not quite constant. In each process \(D_0^2\) is replaced by the average of \(D(q)^2\) over \(\phi\). If that average changes appreciably between the energies of interest, the two constant plateaus of (24) are lost. This replacement gives the total rate only. With a \(q\)-dependent coupling the scattering depends on angle, and the equality of total rate and momentum relaxation rate shown next no longer holds.

### Momentum relaxation

A mobility depends on how fast the electrons lose their drift, which need not equal the total scattering rate. Here the two agree, for a reason that can be read from the linearized Boltzmann equation. Let a weak constant force \(\mathbf F\) act on nondegenerate carriers with equilibrium distribution \(f_0\propto e^{-E/kT}\), and write \(f=f_0+\delta f\). In the steady state,

\[
\mathbf F\cdot\nabla_{\mathbf k}f_0
=-\frac{\delta f(\mathbf k)}{\tau(E)}
+\sum_{\mathbf k'}w(\mathbf k'\to\mathbf k)\,\delta f(\mathbf k').
\tag{35}
\]

The last term describes scattering into \(\mathbf k\). By (16) the transition rate \(w\) depends on the two energies but not on the angle between \(\mathbf k'\) and \(\mathbf k\). If \(\delta f\) is odd, \(\delta f(-\mathbf k')=-\delta f(\mathbf k')\), the contributions of \(\mathbf k'\) and \(-\mathbf k'\) cancel. The left side is indeed odd: with \(\mathbf v=\mathbf k/m\) it equals \(-\mathbf F\cdot\mathbf v\,f_0/kT\). An odd solution is therefore

\[
\delta f=\frac{\tau(E)}{kT}\,\mathbf F\cdot\mathbf v\,f_0 .
\tag{36}
\]

Any further solution differs from this by a function for which the right side of (35) vanishes. Such a function equals \(\tau(E)\) times the in-scattering sum, which has no dependence on direction, so it carries no current. The energy exchanged with the phonon does not spoil the argument. What matters is that an electron leaves each collision with no memory of its direction.

### The mobility

Take \(\mathbf F\) along the \(x\) axis. The mean velocity is the sum of \(v_x\,\delta f\) over all states, divided by the number of carriers. For a carrier charge of magnitude one, the mobility is the mean velocity per force,

\[
\mu=\frac1{kT}\left\langle v_x^2\tau\right\rangle
=\frac1{m\,kT}\left\langle E\,\tau(E)\right\rangle .
\tag{37}
\]

The angular average of \(v_x^2\) is \(v^2/2=E/m\), and the brackets denote an average with weight \(e^{-E/kT}\), since the density of states is constant. The normalization integral is \(kT\). With \(y=E/kT\),

\[
\mu=\frac1m\int_0^\infty y\,e^{-y}\,\tau\,dy .
\tag{38}
\]

The lifetime has the value \(\tau_<=1/(W_0N)\) for \(y<x\) and \(\tau_>=1/[W_0(2N+1)]\) for \(y>x\). The weight of the upper range is

\[
p=\int_x^\infty y\,e^{-y}dy=\left[-(1+y)e^{-y}\right]_x^\infty=(1+x)e^{-x},
\tag{39}
\]

and the total weight, from \(x=0\), is one. Hence

\[
\mu=\frac1m\left[(1-p)\,\tau_<+p\,\tau_>\right].
\tag{40}
\]

This is the low-field mobility limited by this one mode. Acoustic phonons, impurities and other optical modes would lower it.

Two limits show its content. In a cold lattice \(N\approx e^{-x}\) and \(p\to0\), so \(\mu\approx e^x/(mW_0)\): carriers wait for a rare thermal phonon. In a hot lattice \(N\approx1/x\), \(2N+1\approx2/x\) and \(p\to1\). Then \(\mu\approx x/(2mW_0)\), or, with (23),

\[
\mu\approx\frac{\rho\omega^2}{m^2D_0^2\,kT}.
\tag{41}
\]

The mobility now falls as \(1/T\), in step with the growth of the classical mean-square displacement. Both limits are approached slowly. Equation (40) exceeds (41) by 2 percent at \(x=0.2\), by 12 percent at \(x=0.5\) and by a factor of 1.6 at \(x=1\); for a phonon of 40 meV, \(x=0.5\) already means a temperature above 900 K. The cold form is too large by about 30 percent at \(x=3\). For \(x\) of order one, as is common near room temperature, (40) itself must be used.

### A worked example

Take round model parameters, not those of a particular material: \(m=0.5\) electron masses, \(\omega=0.0015\) hartree, \(kT=0.001\) hartree, \(D_0=0.05\) hartree/bohr and \(\rho=10^4\) electron masses per square bohr. Then \(x=1.5\), \(e^x=4.482\), and

\[
N=\frac1{3.482}=0.2872,\qquad
W_0=\frac{0.5\times0.05^2}{2\times10^4\times0.0015}=4.167\times10^{-5}.
\]

The absorption rate is \(0.2872\,W_0=1.197\times10^{-5}\), and the open emission rate is \(1.2872\,W_0=5.363\times10^{-5}\), both in atomic units. In laboratory units they are \(0.495\) and \(2.217\ {\rm ps^{-1}}\). The total rate thus rises at threshold from \(0.495\) to \(2.712\ {\rm ps^{-1}}\), by the factor \(1+e^x=5.48\). The total rate is \(0.044\,\omega\) above threshold and \(0.008\,\omega\) below it, so on either estimate the smearing of the step is small compared with the phonon energy.

For \(E=2.5\,\omega\), the initial wavevector is \(k=\sqrt{2m\times2.5\,\omega}=0.0612\) and, after emission, \(k'=\sqrt{2m\times1.5\,\omega}=0.0474\ {\rm bohr^{-1}}\). Equation (30) gives a window from \(0.0138\) to \(0.1087\ {\rm bohr^{-1}}\). Absorption at the same energy uses wavevectors from \(0.0112\) to \(0.1337\ {\rm bohr^{-1}}\). At this energy the model therefore takes \(D_0\) and \(\omega\) as constant over the wider range. For faster electrons the upper limit \(k'+k\) is larger still.

The golden rule was tested by summing (19) over \(1\,131\,016\) explicit final states and taking the slope between \(t=40\,000\) and \(80\,000\) atomic units. Relative to the open emission rate, the slope is \(0.0003\) at \(E=0.5\,\omega\), \(0.5000\) at \(E=\omega\), and \(1.0000\) at \(E=2.5\,\omega\), within \(10^{-4}\). For the present \(D_0\) the first-order probability is not small at such times: it would exceed one at and above threshold, and below threshold absorption alone would bring it close to one at the later time. The sum therefore tests the weak-coupling limit, in which these ratios do not depend on \(D_0\).

The small remainder below threshold arises because \(J\) in (20) still oscillates slightly about its constant long-time value. With \(a=|E_f|\), one integration by parts gives \(J\approx2/a+2\sin(at)/(a^2t)\) for \(at\gg1\). Here \(a=0.00075\) hartree, and \(at\) is \(30\) and \(60\) at the two times. The constant \(2/a\) cancels in the difference, and the sine terms leave

\[
\frac{J(80\,000)-J(40\,000)}{2\pi\times40\,000}\approx
\frac{74}{2.51\times10^5}\approx0.0003,
\]

as found.

For the mobility, the lifetimes are \(\tau_<=8.356\times10^4\) and \(\tau_>=1.524\times10^4\) atomic units, and \(p=2.5/4.482=0.5578\). Equation (40) gives

\[
\mu=\frac{0.4422\times8.356\times10^4+0.5578\times1.524\times10^4}{0.5}
=9.09\times10^4
\]

atomic units, or about \(3870\ {\rm cm^2\,V^{-1}s^{-1}}\). This value holds for nondegenerate carriers, that is, for densities well below \(m\,kT/\pi\) (two spins, one valley), here \(5.7\times10^{12}\ {\rm cm^{-2}}\). With Fermi statistics the mobility is already about 8 percent lower at \(10^{12}\ {\rm cm^{-2}}\). The carriers above threshold are a fraction \(e^{-x}=0.22\) of the total, yet they have more than half of the transport weight, because (38) favours fast carriers. Even so, the first term supplies about four fifths of the mobility, since the lifetime below threshold is so much longer.

As a test of the argument on in-scattering, the linearized Boltzmann equation was also solved numerically with that term retained, on ladders of energies spaced by \(\omega\) and with eight directions of motion. The result agrees with (40) to all six printed digits. This solution takes the two rates and the isotropy of scattering as given, so it tests the step from rates to mobility, while the sum over final states tests the rates themselves. The values are collected in the numerical output below.

## Computed values

```
band mass = 0.50 electron masses
phonon energy omega = 0.0015 hartree
thermal energy kT = 0.0010 hartree
coupling D0 = 0.050 hartree/bohr
areal density rho = 10000 electron masses/bohr^2
omega/kT = 1.500 (dimensionless)
phonon number N = 0.28722 (dimensionless)
rate scale W0 = 4.16667e-05 a.u.
absorption rate = 1.19674e-05 a.u.
open emission rate = 5.36340e-05 a.u.
total rate above threshold = 6.56014e-05 a.u.
absorption rate, converted = 0.4947 ps^-1
open emission rate, converted = 2.2173 ps^-1
total above threshold, converted = 2.7121 ps^-1
emission/absorption = 4.4817 (dimensionless)
total-rate jump factor = 5.4817 (dimensionless)
total rate above threshold/omega = 0.0437
thermal oscillator sum, absorption, / (N/2) = 1.00007
thermal oscillator sum, emission, / ((N+1)/2) = 0.99996
number of final states summed = 1131016
observation times = 40000, 80000 a.u.
E/omega = 0.5: direct absorption/(W0 N) = 1.00005
E/omega = 0.5: direct emission/(W0 (N+1)) = 0.00030
E/omega = 1.0: direct absorption/(W0 N) = 1.00001
E/omega = 1.0: direct emission/(W0 (N+1)) = 0.50000
E/omega = 2.5: direct absorption/(W0 N) = 1.00000
E/omega = 2.5: direct emission/(W0 (N+1)) = 1.00005
E/omega = 0.5, absorption q window = 0.02005 to 0.07482 bohr^-1
E/omega = 2.5, absorption q window = 0.01122 to 0.13369 bohr^-1
E/omega = 2.5, emission q window = 0.01380 to 0.10867 bohr^-1
lifetime below threshold = 8.35605e+04 a.u.
lifetime above threshold = 1.52436e+04 a.u.
mobility weight above threshold = 0.55783
mobility-averaged lifetime = 4.54516e+04 a.u.
mobility, closed form = 9.09032e+04 a.u.
mobility, master equation = 9.09032e+04 a.u.
mobility, converted = 3867.4 cm^2/(V s)
```
